# Two unitary particles in a periodic cube: lattice levels and Lüscher's root: verification in Python

```python
# Result under test: two particles with infinite scattering length in a
# periodic cube of side L have E = eta0*(2 pi/L)^2 hbar^2/m, eta0 = -0.0959,
# reached as the limit of lattices with N^3 sites and spacing b = L/N.
# Lattice energies are in hbar^2/(m b^2), lattice momenta in 1/b.
# X(k) = sum_i (1 - cos k_i); one-particle band eps = X*(1 + beta*X).
# beta = 0: nearest-neighbour hopping; beta > 0: improved band.
# U: on-site coupling; C = -1/U; r: effective range in units of b.
# x = kappa*L with E = -hbar^2 kappa^2/m; eta = -(x/(2 pi))^2.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ive

pi = np.pi


def half_line_integral(f):
    """Integral of f over t from 0 to infinity, split at t = 1."""
    near = quad(lambda s: 2*s*f(s*s), 0, 1, epsabs=1e-11, limit=200)[0]
    far = quad(lambda u: 2*f(1/u**2)/u**3, 0, 1, epsabs=1e-11, limit=200)[0]
    return near + far


def heat(t):
    return ive(0, t)**3


def G(x):
    return half_line_integral(lambda t: np.exp(-x*t)*heat(t))


def G_slope(x):
    return -half_line_integral(lambda t: t*np.exp(-x*t)*heat(t))


G0 = G(0.0)
r_simple = 2*pi*half_line_integral(
    lambda t: t*((2*pi*t)**-1.5 - heat(t)))


def r_improved(beta):
    return r_simple + 2*pi*(G_slope(1/beta) + 2*beta*(G0 - G(1/beta)))


beta_star = brentq(r_improved, 0.01, 0.2, xtol=1e-13)
C_simple = G0/2
C_improved = (G0 - G(1/beta_star))/2
bands = {"simple": (0.0, C_simple), "improved": (beta_star, C_improved)}


def zone(N):
    """X and weights on the irreducible octant of an even N^3 momentum grid."""
    n = np.arange(N//2 + 1)
    c = 2*np.sin(pi*n/N)**2
    w = np.full(len(n), 2.0)
    w[0] = w[-1] = 1.0
    X = c[:, None, None] + c[None, :, None] + c[None, None, :]
    W = w[:, None, None]*w[None, :, None]*w[None, None, :]
    return X.ravel(), W.ravel()


# Effective range from momentum sums on a lattice much larger than 1/kappa
X_big, W_big = zone(256)
r_from_sum = {}
for name, (beta, C) in bands.items():
    D = []
    for kappa in (0.4, 0.2, 0.1):
        integral = np.sum(W_big/(2*X_big*(1 + beta*X_big) + kappa**2))/256**3
        D.append((4*pi*(C - integral) - kappa)/kappa**2)
    r_from_sum[name] = -2*(D[0] - 6*D[1] + 8*D[2])/3
assert abs(r_from_sum["simple"] - r_simple) < 1e-3
assert abs(r_from_sum["improved"]) < 1e-3

# Continuum root from the sum over periodic images
j = np.arange(-20, 21)
j2 = (j[:, None, None]**2 + j[None, :, None]**2 + j[None, None, :]**2).ravel()
dist = np.sqrt(j2[j2 > 0])
x0 = brentq(lambda x: x - np.sum(np.exp(-x*dist)/dist), 0.5, 5, xtol=1e-14)
theta = np.sum(np.exp(-x0*dist))
eta0 = -(x0/(2*pi))**2

# The same root from Luescher's function, as a sum over momentum integers
n = np.arange(111)
w = np.where(n == 0, 1.0, 2.0)
n2 = (n[:, None, None]**2 + n[None, :, None]**2 + n[None, None, :]**2).ravel()
w3 = (w[:, None, None]*w[None, :, None]*w[None, None, :]).ravel()
regulators = [(s, w3*np.exp(-s*n2)) for s in (0.01, 0.0025)]


def luescher_S(eta):
    coarse, fine = [np.sum(g/(n2 - eta)) - 2*pi*np.sqrt(pi/s)
                    for s, g in regulators]
    return 2*fine - coarse   # removes the error proportional to sqrt(s)


eta_S = brentq(luescher_S, -0.3, -0.02, xtol=1e-12)
assert abs(eta_S - eta0) < 1e-5
inside = n2 < 110**2
S_sharp = np.sum(w3[inside]/(n2[inside] - eta0)) - 4*pi*110
assert abs(S_sharp) < 0.2   # sharp sphere: lattice-point noise of order 1/110

# Lattice levels at total momentum zero
sizes = [4, 8, 16, 32, 64, 128]
eta = {name: {} for name in bands}
for N in sizes:
    X, W = zone(N)
    for name, (beta, C) in bands.items():
        pair = 2*X*(1 + beta*X)

        def mismatch(h):
            return np.sum(W/(pair - h*(2*pi/N)**2))/N**3 - C

        eta[name][N] = brentq(mismatch, -0.5, -0.01, xtol=1e-14)

# Full two-particle Hamiltonian in real space on 4^3 sites
N = 4
one = sp.identity(N, format="csr")
shift = sp.csr_matrix(np.roll(np.eye(N), 1, axis=0))
line = one - (shift + shift.T)/2
K = (sp.kron(sp.kron(line, one), one) + sp.kron(sp.kron(one, line), one)
     + sp.kron(sp.kron(one, one), line)).tocsr()
sites = N**3
unit = sp.identity(sites, format="csr")
same_site = sp.diags(np.eye(sites).ravel())
E_full, E_root = {}, {}
for name, (beta, C) in bands.items():
    T = K + beta*(K @ K)
    H = (sp.kron(T, unit) + sp.kron(unit, T) - same_site/C).tocsr()
    start = np.ones(sites**2) + 3*np.eye(sites).ravel()
    E_full[name] = eigsh(H, k=1, which="SA", v0=start,
                         return_eigenvectors=False)[0]
    E_root[name] = eta[name][N]*(2*pi/N)**2
    assert abs(E_full[name] - E_root[name]) < 1e-8

# Size of the lattice error: predicted slope against solved levels
slope = -r_simple*x0**3/(4*pi**2*(1 + theta))
err = {name: {N: eta[name][N] - eta0 for N in sizes} for name in bands}
slope_measured = 2*128*err["simple"][128] - 64*err["simple"][64]
assert abs(slope_measured - slope) < 5e-5
ratio = err["improved"][64]/err["improved"][128]
assert abs(ratio - 4) < 0.2

# Extrapolation in 1/N from three sizes, with no use of the continuum root
e = eta["simple"]
eta_extrap = (e[32] - 6*e[64] + 8*e[128])/3
assert abs(eta_extrap - eta0) < 2e-6
assert abs(eta["improved"][128] - eta0) < 1e-5
assert round(eta0, 4) == -0.0959

print("Lattice units: energy hbar^2/(m b^2), length b")
print(f"G(0) = {G0:.8f} (lattice units)")
print(f"simple band: C = {C_simple:.8f}, U = {-1/C_simple:.6f}")
print(f"simple band: effective range r = {r_simple:.6f} b")
print(f"  same from momentum sums: {r_from_sum['simple']:.5f} b")
print(f"improved band: beta = {beta_star:.8f} (dimensionless)")
print(f"improved band: C = {C_improved:.8f}, U = {-1/C_improved:.6f}")
print(f"  its r from momentum sums: {r_from_sum['improved']:.5f} b")
print("Continuum root (dimensionless)")
print(f"x = kappa L = {x0:.8f}")
for q, label in ((1, "first"), (2, "second"), (3, "third")):
    count = np.sum(j2 == q)
    part = count*np.exp(-x0*np.sqrt(q))/np.sqrt(q)
    print(f"  {label} image shell: {count} images, sum {part:.6f}")
print(f"Theta = {theta:.6f}")
print(f"eta0 from images = {eta0:.8f}")
print(f"eta0 from regulated Luescher S = {eta_S:.8f}")
print(f"S at eta0, sharp cutoff 110: {S_sharp:.4f}")
print("Full two-particle matrix, N = 4, energy in hbar^2/(m b^2)")
print(f"matrix dimension = {sites**2}")
for name in bands:
    print(f"  {name}: matrix {E_full[name]:.8f}, root {E_root[name]:.8f}")
print("Simple band: N, eta_N, N*(eta_N - eta0)")
for N in sizes:
    print(f"  {N:4d} {eta['simple'][N]:.8f} {N*err['simple'][N]:.6f}")
print(f"slope predicted {slope:.6f}, measured {slope_measured:.6f}")
print(f"extrapolated from N = 32, 64, 128: eta = {eta_extrap:.8f}")
print("Improved band: N, eta_N, N^2*(eta_N - eta0)")
for N in sizes:
    print(f"  {N:4d} {eta['improved'][N]:.8f} {N*N*err['improved'][N]:.6f}")
print(f"improved error ratio, N = 64 to 128: {ratio:.4f}")
print(f"E = {eta0:.6f} (2 pi/L)^2 hbar^2/m")
print(f"E = {-x0**2:.6f} hbar^2/(m L^2)")
print("no test failed")
```

It prints:

```
Lattice units: energy hbar^2/(m b^2), length b
G(0) = 0.50546202 (lattice units)
simple band: C = 0.25273101, U = -3.956776
simple band: effective range r = -0.305719 b
  same from momentum sums: -0.30599 b
improved band: beta = 0.05567955 (dimensionless)
improved band: C = 0.22879380, U = -4.370748
  its r from momentum sums: -0.00017 b
Continuum root (dimensionless)
x = kappa L = 1.94576685
  first image shell: 6 images, sum 0.857266
  second image shell: 12 images, sum 0.541508
  third image shell: 8 images, sum 0.158812
Theta = 2.885219
eta0 from images = -0.09590072
eta0 from regulated Luescher S = -0.09589989
S at eta0, sharp cutoff 110: -0.0674
Full two-particle matrix, N = 4, energy in hbar^2/(m b^2)
matrix dimension = 4096
  simple: matrix -0.23519874, root -0.23519874
  improved: matrix -0.24295308, root -0.24295308
Simple band: N, eta_N, N*(eta_N - eta0)
     4 -0.09532246 0.002313
     8 -0.09475753 0.009146
    16 -0.09515496 0.011932
    32 -0.09548512 0.013299
    64 -0.09568216 0.013988
   128 -0.09578873 0.014334
slope predicted 0.014683, measured 0.014681
extrapolated from N = 32, 64, 128: eta = -0.09590067
Improved band: N, eta_N, N^2*(eta_N - eta0)
     4 -0.09846517 -0.041031
     8 -0.09641289 -0.032779
    16 -0.09602224 -0.031109
    32 -0.09593068 -0.030679
    64 -0.09590818 -0.030544
   128 -0.09590258 -0.030496
improved error ratio, N = 64 to 128: 4.0063
E = -0.095901 (2 pi/L)^2 hbar^2/m
E = -3.786009 hbar^2/(m L^2)
no test failed
```
